\section*{Blueshift of interlayer excitons from the parallel-plate formula}

\section{The problem}

In a bilayer of two different semiconducting sheets, an optically excited electron can settle in one layer and the hole it leaves behind in the other. Coulomb attraction binds the two into an interlayer exciton. When they recombine, a photon is emitted. All these excitons carry electric dipoles pointing the same way, perpendicular to the layers, so they repel one another and the emission line moves to higher energy as their density grows.

The exciton density is $n=10^{12}\ \mathrm{cm^{-2}}$, the distance between the electron plane and the hole plane is $d=0.60$ nm, and the relative permittivity is $\varepsilon_r=6$. Treat the electrons and the holes as two uniformly charged parallel plates. By how much does the emission line lie above that of an isolated exciton?

The algebra is in atomic units, where $\hbar$, the electron mass, the elementary charge $e$ and $4\pi\varepsilon_0$ all equal one. Energies are then evaluated in eV and lengths in nm. The excitons are assumed to cover an area much wider than $d$, in a uniform dielectric, with $d$ fixed.

\section{A tempting solution}

The plates form a capacitor. A single large sheet with charge $\sigma$ per area produces, by Gauss's law, a field of magnitude $2\pi\sigma/\varepsilon_r$ on each side. The hole sheet has $\sigma=+n$ and the electron sheet has $\sigma=-n$. Between them the two fields point the same way, from holes to electrons, and add. Outside they are opposite and cancel. Hence
\begin{equation}
F=\frac{4\pi n}{\varepsilon_r}\quad\text{between the sheets},\qquad F=0\quad\text{outside}.
\label{field}
\end{equation}
The potential step between the sheets is $Fd=4\pi nd/\varepsilon_r$.

To find the stored energy, build up the density from zero. At an intermediate density $n'$ the step is $4\pi n'd/\varepsilon_r$, and carrying a further charge $dn'$ per area across it costs that step times $dn'$. The energy per area is therefore
\begin{equation}
w(n)=\int_0^n\frac{4\pi n'd}{\varepsilon_r}\,dn'=\frac{2\pi n^2d}{\varepsilon_r}.
\label{w}
\end{equation}
There are $n$ excitons per area, so each one seems to own the energy
\begin{equation}
\frac{w}{n}=\frac{2\pi nd}{\varepsilon_r},
\label{wrong}
\end{equation}
which is 0.00905 eV for the given values. The tempting answer is that the line shifts by this amount.

\section{Where it fails}

Equations (\ref{field}) and (\ref{w}) are correct, and (\ref{wrong}) is the correct mean interaction energy per exciton. The fault lies in the last sentence. A photon does not carry away an average share of the stored energy. It carries away the difference between the energy of the system before one recombination and the energy after it.

Counting pairs shows what the average misses. Let $N$ excitons occupy an area $A$, with uncorrelated positions, and let $u/A$ be the mean repulsion energy of one pair. There are $N(N-1)/2$ pairs, so
\begin{equation}
W_N=\frac{N(N-1)}{2}\,\frac{u}{A}.
\end{equation}
When one exciton disappears, the energy released is
\begin{align}
W_N-W_{N-1}&=\frac{u}{2A}\left[N(N-1)-(N-1)(N-2)\right]\nonumber\\
&=\frac{u}{2A}(N-1)\left[N-(N-2)\right]
=\frac{(N-1)u}{A}\;\longrightarrow\; nu ,
\label{pairs}
\end{align}
where the limit is that of a large system with $n=N/A$. The mean energy per exciton is instead $W_N/N\to nu/2$. An average assigns half of each pair energy to each partner. When one partner leaves, however, the whole pair energy is released.

\section{The right solution}

Let $E_0$ be the photon energy of an isolated exciton. The energy per area of the excited bilayer is $nE_0+w(n)$, and the photon energy at density $n$ is its derivative, $E_0+dw/dn$. From (\ref{w}),
\begin{equation}
\Delta E=\frac{dw}{dn}=\frac{d}{dn}\left(\frac{2\pi n^2d}{\varepsilon_r}\right)=\frac{4\pi nd}{\varepsilon_r}.
\label{result}
\end{equation}
This is the full potential step $Fd$. The sign can be read from the picture of recombination. The field points from the holes to the electrons, so the electron layer is at the lower electric potential. An electron has negative charge and therefore has the higher energy there. On returning to the hole layer it releases the extra energy $Fd$, and the shift is to the blue.

To restore ordinary units, note that the interaction of two unit charges, $1/(\varepsilon_r r)$ in atomic units, is $e^2/(4\pi\varepsilon_0\varepsilon_r r)$ in SI units. Replacing $1/\varepsilon_r$ by $e^2/(4\pi\varepsilon_0\varepsilon_r)$ in (\ref{result}) gives
\begin{equation}
\Delta E=4\pi\,\frac{e^2}{4\pi\varepsilon_0\varepsilon_r}\,nd=\frac{e^2nd}{\varepsilon_0\varepsilon_r}.
\end{equation}
For $\varepsilon_r=6$ the Coulomb factor is $0.2400$ eV\,nm. Since 1 cm is $10^7$ nm, the density is $10^{12}\times10^{-14}=0.010\ \mathrm{nm^{-2}}$. Then
\begin{equation}
\Delta E=4\pi\times0.2400\times0.010\times0.60\ \mathrm{eV}=0.0181\ \mathrm{eV},
\end{equation}
or about 18 meV. The field between the layers is $0.30$ MV/cm.

The smaller number also has a meaning. Suppose a uniform population decays from $n$ to zero, the same fraction of recombinations emits a photon at every density, and this formula holds throughout. The shift then falls linearly from $4\pi nd/\varepsilon_r$ to zero, and its average over all emitted photons is
\begin{equation}
\frac1n\int_0^n\frac{4\pi n'd}{\varepsilon_r}\,dn'=\frac{2\pi nd}{\varepsilon_r}.
\end{equation}
This is (\ref{wrong}). It describes the whole decay, whereas the question concerns the line at the stated density.

\section{The same result from pairs of dipoles}

The plates replace discrete excitons by smooth sheets. To see what this assumes, take two rigid excitons at in-plane distance $r$. The two electrons repel with energy $1/(\varepsilon_r r)$, and so do the two holes. Each electron attracts the hole of the other exciton at distance $\sqrt{r^2+d^2}$, which happens twice. The total is
\begin{equation}
U(r)=\frac{2}{\varepsilon_r}\left(\frac1r-\frac1{\sqrt{r^2+d^2}}\right)>0 .
\label{U}
\end{equation}
If the neighbours are spread uniformly and take no notice of the chosen exciton, the number of them in a ring of width $dr$ is $2\pi nr\,dr$. The contribution of neighbours out to a radius $R$ is
\begin{align}
n\int_0^R U\,2\pi r\,dr
&=\frac{4\pi n}{\varepsilon_r}\int_0^R\left(1-\frac{r}{\sqrt{r^2+d^2}}\right)dr\nonumber\\
&=\frac{4\pi n}{\varepsilon_r}\left[R-\sqrt{R^2+d^2}+d\right].
\label{inside}
\end{align}
For $R\gg d$ the square root is $R+d^2/(2R)$ to leading order, so the bracket is $d-d^2/(2R)$ and tends to $d$. The sum over neighbours becomes $4\pi nd/\varepsilon_r$, in agreement with (\ref{result}). Evaluated numerically, this pair integral and the density derivative of the field energy both give 0.0181 eV.

Equation (\ref{inside}) answers two further questions. The first is how wide the plates must be. At the centre of a spot of radius $R$ the missing part is the fraction $d/(2R)$ of the shift. For $R=1000$ nm the loss is $5.4\times10^{-6}$ eV, which is negligible.

The second is which neighbours produce the shift. The fraction due to those within $R=1$ nm is
\begin{equation}
1-\frac{\sqrt{R^2+d^2}-R}{d}=1-\frac{\sqrt{1.36}-1}{0.60}\approx0.72 .
\end{equation}
In this point-charge model, almost three quarters of the plate value thus comes from excitons closer than 1 nm. These are the pairs that repel most strongly, so excitons free to respond to the repulsion will form fewer of them. In real excitons the charge is spread out in the plane, which moves much of this share to larger distances: with the electron-hole ground state for carrier masses of 0.40 electron masses, the share within 1 nm falls to about one third.

\section{When excitons avoid each other}

Let $g(r)$ be the density of neighbours at distance $r$ divided by the mean density $n$. The interaction part of the shift becomes
\begin{equation}
\Delta E_{\rm int}=n\int U(r)\,g(r)\,d^2r .
\label{corr}
\end{equation}
Here recombination is taken as sudden: the remaining excitons have no time to move, and the energy released is the repulsion the lost exciton felt. Changes in kinetic energy caused by the repulsion are left out. Setting $g=1$ recovers the plates, and this is the precise content of the words ``mean field'' here. Because $U$ is positive, any $g$ that stays below one makes (\ref{corr}) smaller than the plate value.

\subsection{A warm dilute gas}

At temperature $T=300$ K, $kT=0.0259$ eV. At $r=1$ nm, (\ref{U}) gives
\begin{equation}
U=2\times0.2400\left(1-\frac1{\sqrt{1.36}}\right)\mathrm{eV}\approx0.068\ \mathrm{eV},
\end{equation}
well above $kT$, so close pairs must be rare. To find how rare, take electron and hole masses of 0.40 electron masses each. An exciton then has mass $0.80$, and the relative motion of two excitons has half of that, $\mu=0.40$. Let $\psi_j$ and $E_j$ be the states and energies of
\begin{equation}
\left[-\frac{\nabla^2}{2\mu}+U(r)\right]\psi_j=E_j\psi_j ,
\end{equation}
and let $\psi_j^{0}$ and $E_j^{0}$ be those with $U=0$. Each state is occupied in proportion to its Boltzmann factor, so to leading order in density, where pairs can be treated one at a time,
\begin{equation}
g(r)=\frac{\sum_j|\psi_j(r)|^2e^{-E_j/kT}}{\sum_j|\psi_j^{0}(r)|^2e^{-E_j^{0}/kT}} .
\end{equation}
The numerical solution in a large disc gives $g=0.16$ at 1 nm, $0.52$ at 2 nm and $0.92$ at 4 nm. With this $g$, (\ref{corr}) yields 0.0034 eV, which is 0.19 of the plate value. The reduction is large because $g$ is small in the region that supplies most of the plate integral.

This estimate keeps only the leading order in density. It also leaves out kinetic energy changes, which are not small here: taking $dw/dn$ at fixed temperature of the total energy added by the repulsion, kinetic part included, gives about 0.0045 eV, a quarter of the plate value. The thermal break-up of some excitons into free electrons and holes is left out as well. Two further approximations limit it. The first is that the excitons are treated as distinguishable particles. For identical excitons, quantum statistics changes $g$ at short distances even in the dilute limit. Further corrections grow with $n$ times the thermal area $2\pi/(MkT)$, with $M$ the exciton mass. This product equals 0.23, so they need not be negligible either. The second is that the excitons are treated as rigid. With a rough exciton radius of 1.5 nm, two excitons overlap when their centres are closer than 3 nm. Random placement puts on average
\begin{equation}
n\pi(3\ \mathrm{nm})^2=0.010\times\pi\times9=0.28
\end{equation}
neighbours within that distance, and the warm-gas $g$ leaves 0.14. Overlapping excitons can exchange electrons or holes, and the energy of that exchange has not been computed. Their charge is also spread out in the plane. This softens the direct repulsion at the shortest distances but leaves its integral over the plane unchanged, so the repulsion becomes stronger farther out. The rigid model therefore does not settle how strongly real excitons avoid each other.

\subsection{An ordered array}

The opposite extreme to random placement is a static triangular lattice. Each site of a lattice with spacing $a$ occupies an area $\sqrt3a^2/2$, so
\begin{equation}
n=\frac{2}{\sqrt3\,a^2},\qquad a=\sqrt{\frac{2}{\sqrt3\,n}}=10.75\ \mathrm{nm}.
\end{equation}
This is much larger than $d$. For $r\gg d$ the expansion $1/\sqrt{r^2+d^2}\approx(1/r)(1-d^2/2r^2)$ turns (\ref{U}) into
\begin{equation}
U(r)\approx\frac{2}{\varepsilon_r}\,\frac{d^2}{2r^3}=\frac{d^2}{\varepsilon_r r^3}.
\end{equation}
The six nearest neighbours contribute $6\times0.2400\times0.60^2/10.75^3\approx0.0004$ eV. The sum over the whole lattice is 0.00077 eV, more than twenty times below the plate value at the same density.

The dependence on the parameters changes as well. To leading order for $a\gg d$, every term of the lattice sum scales as $d^2/a^3$. If the spacing follows the density, $a\propto n^{-1/2}$, and the shift grows as $n^{3/2}d^2$ instead of $nd$. In this regime the plate formula would give a wrong density from a measured shift and a known separation, and a wrong separation from a measured shift and a known density. Free excitons with the present parameters do not order in this way. The repulsion of one neighbour at distance $a$ is only about $0.003\,kT$ at 300 K, and even at zero temperature the zero-point spread of an exciton of mass $0.80$ in the cage of its neighbours is about $0.8a$. The lattice value is a limit of static placement, which here would need external traps.

\section{Beside real bilayers}

The parameters lie in the regime of heterobilayers of transition-metal dichalcogenides. There the layer separation is roughly 0.6 to 0.7 nm, and optical pumping can reach densities of the order of $10^{12}\ \mathrm{cm^{-2}}$. The permittivity is an uncertain input, since a single number stands for a structure only a few atoms thick. As $\Delta E\propto1/\varepsilon_r$, using 4 in place of 6, with $n$ and $d$ held fixed, would raise the plate value by a factor of 1.5. The assumption of uncorrelated positions matters more in the estimates made here. Dropping it in the rigid warm-gas model moves the interaction part of the shift from 0.0181 to 0.0034 eV. A moir\'e pattern, the slow modulation produced by a small twist or lattice mismatch, can trap excitons at regularly spaced sites. Periods of order 10 nm are realistic. If the excitons stay trapped, with one on each site, the ordered array is the closer picture. The period is then fixed, however, so a lower density leaves sites empty instead of widening the lattice, and the $n^{3/2}$ law does not apply.

This matters when a measured blueshift is used to find the density. If a measured shift equalled the interaction part found for the warm gas, and the plate formula were used to interpret it, the inferred density would be $1.9\times10^{11}\ \mathrm{cm^{-2}}$ in place of $10^{12}\ \mathrm{cm^{-2}}$, about five times too low. This factor belongs to rigid, distinguishable excitons in an isotropic medium at 300 K. The ratio 0.19 becomes 0.12 at 77 K, 0.21 for identical bosons, 0.26 when the charge is spread over the electron-hole ground state, and 0.25 when the in-plane permittivity is 15 with the perpendicular one kept at 6, which leaves the plate value unchanged. The 18 meV found above is thus the correct value of the parallel-plate mean-field formula, but it should not be taken as a prediction of the measured line shift. The input values are listed in the numerical output.

\section*{Computed results}
\begin{verbatim}
INPUTS
exciton density              1.0e+12 cm^-2
same density                 0.010 nm^-2
layer separation             0.60 nm
relative permittivity        6.0
temperature                  300 K
thermal energy kT            0.0259 eV
electron and hole mass       0.40 electron masses
exciton radius (rough)       1.5 nm
spot radius                  1000 nm
PLATE FORMULA
e^2/(4 pi eps0 eps_r)        0.2400 eV nm
field between layers         0.3016 MV/cm
shift from formula           0.01810 eV
shift from formula           18.10 meV
shift from field energy      0.01810 eV
shift from pair integral     0.01810 eV
mean energy per exciton      0.00905 eV
NEGLECTED EFFECTS
shift, correlated warm gas   0.0034 eV
ratio to plate value         0.19
density plate formula infers 1.9e+11 cm^-2
g at 1 nm                    0.164
g at 2 nm                    0.519
g at 4 nm                    0.918
g at 8 nm                    0.993
phase-space density          0.23
lattice constant             10.75 nm
shift, triangular lattice    0.00077 eV
close neighbours, random     0.28
close neighbours, warm gas   0.14
loss from finite spot        5.4e-06 eV
\end{verbatim}
